# Many-Body Dispersion Energy of Coupled Dipole Oscillators as an RPA Log-Determinant: test program

```python
"""
Result under test: for charged harmonic oscillators coupled by dipole terms,
    sum of normal-mode zero-point energies - uncoupled zero-point energies
  = (1/2pi) * integral_0^inf du ln det[1 + A(iu) T]      (RPA energy),
and RPA response and energy are exact for this Hamiltonian.
Symbols (Hartree atomic units):
  alpha, omega : static polarizability and frequency of each oscillator
  T            : dipole coupling, energy = (1/2) sum d_i T_ij d_j
  A(iu)        : alpha omega^2/(omega^2+u^2), uncoupled polarizability
  lam          : factor multiplying the coupling T
"""
import numpy as np
import scipy.sparse as sp
from scipy.integrate import quad
from scipy.constants import physical_constants

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]

# Quadrature on 0 < u < infinity by a rational map of Gauss-Legendre nodes
t_nodes, t_weights = np.polynomial.legendre.leggauss(100)
U = 0.5 * (1 + t_nodes) / (1 - t_nodes)
WU = t_weights * 1.0 / (1 - t_nodes) ** 2


def polarizability(alpha, omega, u):
    return alpha * omega**2 / (omega**2 + u**2)


def log_det(alpha, omega, T, u):
    M = np.eye(len(alpha)) + polarizability(alpha, omega, u)[:, None] * T
    sign, value = np.linalg.slogdet(M)
    assert sign > 0
    return value


def rpa_energy(alpha, omega, T):
    values = [log_det(alpha, omega, T, u) for u in U]
    return np.dot(WU, values) / (2 * np.pi)


def mode_matrix(alpha, omega, T):
    s = np.sqrt(alpha) * omega
    return np.diag(omega**2) + s[:, None] * T * s[None, :]


def mode_energy(alpha, omega, T):
    squares = np.linalg.eigvalsh(mode_matrix(alpha, omega, T))
    assert squares[0] > 0
    return 0.5 * (np.sqrt(squares).sum() - omega.sum())


def dipole_correlation_modes(alpha, omega, T):
    """Ground-state <d_i d_j> from normal modes."""
    squares, vec = np.linalg.eigh(mode_matrix(alpha, omega, T))
    s = np.sqrt(alpha) * omega
    return 0.5 * s[:, None] * ((vec / np.sqrt(squares)) @ vec.T) * s


def coupled_response(alpha, omega, T, u):
    """Dipole polarizability matrix from the RPA (Dyson) equation."""
    A = np.diag(polarizability(alpha, omega, u))
    return np.linalg.solve(np.eye(len(alpha)) + A @ T, A)


def dipole_tensor(positions):
    n = len(positions)
    T = np.zeros((3 * n, 3 * n))
    for i in range(n):
        for j in range(n):
            if i != j:
                r = positions[i] - positions[j]
                R = np.linalg.norm(r)
                block = (np.eye(3) - 3 * np.outer(r, r) / R**2) / R**3
                T[3*i:3*i+3, 3*j:3*j+3] = block
    return T


# ---------- scalar integral behind the log-determinant ----------
p, s = 0.7, 0.3
scalar = quad(lambda u: np.log((u*u + p*p) / (u*u + s*s)), 0, np.inf)[0]
assert abs(scalar - np.pi * (p - s)) < 1e-7

# ---------- worked example: three oscillators in the xy plane ----------
alpha_site = np.array([10.0, 12.0, 15.0])
omega_site = np.array([0.50, 0.45, 0.40])
pos = np.array([[0.0, 0.0, 0.0], [6.0, 0.0, 0.0], [2.0, 5.0, 0.0]])
alpha, omega = np.repeat(alpha_site, 3), np.repeat(omega_site, 3)
T = dipole_tensor(pos)
E_mode = mode_energy(alpha, omega, T)
E_rpa = rpa_energy(alpha, omega, T)
assert abs(E_mode - E_rpa) < 1e-11
frequencies = np.sqrt(np.linalg.eigvalsh(mode_matrix(alpha, omega, T)))
scaled_T = np.sqrt(alpha)[:, None] * T * np.sqrt(alpha)
coupling_eigs = np.linalg.eigvalsh(scaled_T)
assert np.max(np.abs(coupling_eigs)) < 1

# ---------- adiabatic connection with normal-mode fluctuations ----------
def slope(lam):
    return 0.5 * np.trace(T @ dipole_correlation_modes(alpha, omega, lam*T))


x12, w12 = np.polynomial.legendre.leggauss(12)
E_path = sum(0.5 * w * slope(0.5 * (1 + x)) for x, w in zip(x12, w12))
assert abs(E_path - E_mode) < 1e-11
fluct_0 = np.trace(dipole_correlation_modes(alpha, omega, 0*T)[:3, :3])
fluct_1 = np.trace(dipole_correlation_modes(alpha, omega, T)[:3, :3])
assert abs(fluct_1 - fluct_0) > 1e-4      # density changes along the path

# ---------- RPA excitation matrix and plasmon formula ----------
D = np.sqrt(alpha * omega / 2)
K = D[:, None] * T * D
A_mat = np.diag(omega) + K
rpa_roots = np.linalg.eigvals(np.block([[A_mat, K], [-K, -A_mat]]))
assert np.max(np.abs(rpa_roots.imag)) < 1e-7
positive = np.sort(rpa_roots.real[rpa_roots.real > 0])
assert np.allclose(positive, frequencies, atol=1e-9)
E_plasmon = 0.5 * (positive.sum() - np.trace(A_mat))
assert abs(E_plasmon - E_rpa) < 1e-9

# ---------- orders in T: Taylor coefficients from a complex circle ----------
phases = np.exp(2j * np.pi * np.arange(48) / 48)
circle = np.array([0.5 * (np.sqrt(np.linalg.eigvals(
    mode_matrix(alpha, omega, z * T))).sum() - omega.sum()) for z in phases])
order = [np.mean(circle * phases**(-n)).real for n in range(5)]
pairs = [(0, 1), (0, 2), (1, 2)]
R = {ij: np.linalg.norm(pos[ij[0]] - pos[ij[1]]) for ij in pairs}
london = {}
for i, j in pairs:
    C6 = 1.5 * alpha_site[i] * alpha_site[j] * omega_site[i] * omega_site[j]
    C6 /= omega_site[i] + omega_site[j]
    london[i, j] = -C6 / R[i, j]**6
E_london = sum(london.values())
product = np.array([np.prod(polarizability(alpha_site, omega_site, u))
                    for u in U])
C9 = 3 / np.pi * np.dot(WU, product)
a, b, c = R[1, 2], R[0, 2], R[0, 1]
cosines = [(b*b + c*c - a*a) / (2*b*c), (a*a + c*c - b*b) / (2*a*c),
           (a*a + b*b - c*c) / (2*a*b)]
E_triple = C9 * (1 + 3 * np.prod(cosines)) / (a*b*c)**3
assert abs(order[1]) < 1e-13
assert abs(order[2] - E_london) < 1e-12
assert abs(order[3] - E_triple) < 1e-12
E_higher = E_mode - E_london - E_triple

# ---------- coupling with diagonal elements: role of the first order ----------
rng = np.random.default_rng(4)
al5, om5 = rng.uniform(0.5, 2, 5), rng.uniform(0.3, 1.2, 5)
T5 = rng.uniform(-0.1, 0.1, (5, 5))
T5 = T5 + T5.T
first = 0.5 * np.trace(T5 @ dipole_correlation_modes(al5, om5, 0*T5))
first_int = sum(w * np.dot(polarizability(al5, om5, u), np.diag(T5))
                for u, w in zip(U, WU)) / (2 * np.pi)
assert abs(first) > 1e-4 and abs(first - first_int) < 1e-10
assert abs(mode_energy(al5, om5, T5) - rpa_energy(al5, om5, T5)) < 1e-10

# ---------- number-basis diagonalization of the out-of-plane modes ----------
LAM, LEVELS = 4.0, 12
Tz = LAM * T[2::3, 2::3]
ladder = sp.diags(np.sqrt(np.arange(1, LEVELS)), 1)
one_site_x = ladder + ladder.T
number = sp.diags(np.arange(LEVELS) + 0.5)


def embed(op, site):
    out = sp.identity(1)
    for k in range(3):
        out = sp.kron(out, op if k == site else sp.identity(LEVELS))
    return out.tocsr()


dip = [np.sqrt(alpha_site[k] * omega_site[k] / 2) * embed(one_site_x, k)
       for k in range(3)]
H = sum(omega_site[k] * embed(number, k) for k in range(3))
for i, j in pairs:
    H = H + Tz[i, j] * (dip[i] @ dip[j])
levels, states = np.linalg.eigh(H.toarray())
E_fock = levels[0] - 0.5 * omega_site.sum()
E_rpa_z = rpa_energy(alpha_site, omega_site, Tz)
assert abs(E_fock - E_rpa_z) < 1e-8
amp = np.array([states.T @ (d @ states[:, 0]) for d in dip])
fluct_fock = amp @ amp.T
fluct_rpa = sum(w * coupled_response(alpha_site, omega_site, Tz, u)
                for u, w in zip(U, WU)) / np.pi
assert np.allclose(fluct_fock, fluct_rpa, atol=1e-6)
gap = levels - levels[0]
u_test = 0.3
resp_fock = 2 * (amp * (gap / (gap**2 + u_test**2))) @ amp.T
resp_rpa = coupled_response(alpha_site, omega_site, Tz, u_test)
assert np.allclose(resp_fock, resp_rpa, atol=1e-5)

# ---------- stability limit of two equal point-dipole oscillators ----------
al2, om2 = np.full(6, 10.0), np.full(6, 0.5)
R_crit = (2 * al2[0]) ** (1 / 3)


def pair_T(distance):
    return dipole_tensor(np.array([[0.0, 0, 0], [distance, 0, 0]]))


def lowest_square(distance):
    return np.linalg.eigvalsh(mode_matrix(al2, om2, pair_T(distance)))[0]


assert lowest_square(0.999 * R_crit) < 0 < lowest_square(1.001 * R_crit)
T_near = pair_T(1.02 * R_crit)
assert abs(mode_energy(al2, om2, T_near) - rpa_energy(al2, om2, T_near)) < 1e-9


# ---------- anharmonic sites: x^2/2 + g x^4, coupling c x1 x2 ----------
def anharmonic_pair(g, c, keep=20, big=70):
    off = np.sqrt(np.arange(1, big) / 2)
    x = np.diag(off, 1) + np.diag(off, -1)
    h = np.diag(np.arange(big) + 0.5) + g * np.linalg.matrix_power(x, 4)
    e, v = np.linalg.eigh(h)
    x = (v.T @ x @ v)[:keep, :keep]
    e = e[:keep]
    eye = np.eye(keep)
    h2 = np.kron(np.diag(e), eye) + np.kron(eye, np.diag(e))
    exact = np.linalg.eigvalsh(h2 + c * np.kron(x, x))[0] - 2 * e[0]
    de, x0 = e[1:] - e[0], x[0, 1:]
    resp = np.array([np.sum(2 * de * x0**2 / (de**2 + u*u)) for u in U])
    rpa = np.dot(WU, np.log(1 - (c * resp)**2)) / (2 * np.pi)
    return exact, rpa


harm_exact, harm_rpa = anharmonic_pair(0.0, 0.2)
anh_exact, anh_rpa = anharmonic_pair(0.2, 0.2)
half_exact, half_rpa = anharmonic_pair(0.2, 0.1)
error_full, error_half = anh_rpa - anh_exact, half_rpa - half_exact
error_ratio = error_full / error_half
assert abs(harm_exact - harm_rpa) < 1e-10
assert abs(error_full) > 1e-8
assert 14.5 < error_ratio < 17.5          # leading error is fourth order

# ---------- printed numbers ----------
for k in range(3):
    print(f"site {k+1}: alpha = {alpha_site[k]:.1f} bohr^3, "
          f"omega = {omega_site[k]:.2f} hartree, "
          f"x,y = {pos[k,0]:.1f}, {pos[k,1]:.1f} bohr")
for i, j in pairs:
    print(f"pair {i+1}-{j+1}: R = {R[i,j]:.4f} bohr, "
          f"London energy = {london[i,j]:.4e} hartree")
print(f"eigenvalues of sqrt(a) T sqrt(a): lowest {coupling_eigs[0]:.4f}, "
      f"highest {coupling_eigs[-1]:.4f} (no unit)")
for k in range(3):
    print(f"mode frequencies {3*k+1}-{3*k+3}: "
          + ", ".join(f"{f:.6f}" for f in frequencies[3*k:3*k+3])
          + " hartree")
print(f"half sum of coupled frequencies = {frequencies.sum()/2:.8f} hartree")
print(f"half sum of uncoupled frequencies = {omega.sum()/2:.8f} hartree")
for u in (0.0, 0.25, 0.5, 1.0):
    print(f"ln det(1+AT) at u = {u:.2f} hartree: "
          f"{log_det(alpha, omega, T, u):.6e} (no unit)")
print(f"energy from normal modes = {E_mode:.10f} hartree")
print(f"energy from RPA log-determinant = {E_rpa:.10f} hartree")
print(f"same energy converted = {E_rpa*HARTREE_MEV:.4f} meV")
print(f"energy from coupling-strength integral = {E_path:.10f} hartree")
print(f"energy from plasmon formula = {E_plasmon:.10f} hartree")
for lam in (0.0, 0.5, 1.0):
    print(f"dE/dlam at lam = {lam:.1f}: {slope(lam):.6e} hartree")
print(f"second order (London sum) = {E_london:.6e} hartree")
print(f"C9 = {C9:.4f} hartree bohr^9")
print(f"third order (Axilrod-Teller) = {E_triple:.6e} hartree")
print(f"fourth order alone = {order[4]:.6e} hartree")
print(f"all orders from the fourth = {E_higher:.6e} hartree")
print(f"site 1 <d.d>: uncoupled {fluct_0:.6f}, coupled {fluct_1:.6f} "
      "e^2 bohr^2")
print(f"out-of-plane modes, coupling factor {LAM:.1f}, "
      f"{LEVELS} levels per mode:")
print(f"  energy, number basis = {E_fock:.9f} hartree")
print(f"  energy, RPA = {E_rpa_z:.9f} hartree")
print(f"  <d1 d2>, number basis = {fluct_fock[0,1]:.6f} e^2 bohr^2")
print(f"  <d1 d2>, RPA = {fluct_rpa[0,1]:.6f} e^2 bohr^2")
print(f"  response 1-2 at u = {u_test:.1f} hartree, number basis = "
      f"{resp_fock[0,1]:.5f} bohr^3")
print(f"  response 1-2 at u = {u_test:.1f} hartree, RPA = "
      f"{resp_rpa[0,1]:.5f} bohr^3")
print(f"two equal sites, alpha = {al2[0]:.1f} bohr^3: "
      f"stability lost at R = {R_crit:.4f} bohr")
print("quartic pair (unit mass and frequency, g = 0.2 a.u.):")
print(f"  c = 0.2 a.u.: exact {anh_exact:.8f}, RPA {anh_rpa:.8f} hartree")
print(f"  c = 0.1 a.u.: exact {half_exact:.8f}, RPA {half_rpa:.8f} hartree")
print(f"  RPA error: {error_full:.4e} (c=0.2), {error_half:.4e} (c=0.1) "
      "hartree")
print(f"  ratio of the two errors = {error_ratio:.3f} (no unit)")
print(f"  g = 0, c = 0.2 a.u.: exact {harm_exact:.8f}, "
      f"RPA {harm_rpa:.8f} hartree")
print("all assertions hold")
```

Output:

```
site 1: alpha = 10.0 bohr^3, omega = 0.50 hartree, x,y = 0.0, 0.0 bohr
site 2: alpha = 12.0 bohr^3, omega = 0.45 hartree, x,y = 6.0, 0.0 bohr
site 3: alpha = 15.0 bohr^3, omega = 0.40 hartree, x,y = 2.0, 5.0 bohr
pair 1-2: R = 6.0000 bohr, London energy = -9.1374e-04 hartree
pair 1-3: R = 5.3852 bohr, London energy = -2.0501e-03 hartree
pair 2-3: R = 6.4031 bohr, London energy = -8.2959e-04 hartree
eigenvalues of sqrt(a) T sqrt(a): lowest -0.1685, highest 0.2112 (no unit)
mode frequencies 1-3: 0.385351, 0.389960, 0.395214 hartree
mode frequencies 4-6: 0.440636, 0.447829, 0.453414 hartree
mode frequencies 7-9: 0.505723, 0.508306, 0.516058 hartree
half sum of coupled frequencies = 2.02124546 hartree
half sum of uncoupled frequencies = 2.02500000 hartree
ln det(1+AT) at u = 0.00 hartree: -6.721329e-02 (no unit)
ln det(1+AT) at u = 0.25 hartree: -3.883785e-02 (no unit)
ln det(1+AT) at u = 0.50 hartree: -1.328043e-02 (no unit)
ln det(1+AT) at u = 1.00 hartree: -1.894785e-03 (no unit)
energy from normal modes = -0.0037545404 hartree
energy from RPA log-determinant = -0.0037545404 hartree
same energy converted = -102.1662 meV
energy from coupling-strength integral = -0.0037545404 hartree
energy from plasmon formula = -0.0037545404 hartree
dE/dlam at lam = 0.0: 0.000000e+00 hartree
dE/dlam at lam = 0.5: -3.757052e-03 hartree
dE/dlam at lam = 1.0: -7.498955e-03 hartree
second order (London sum) = -3.793442e-03 hartree
C9 = 451.3932 hartree bohr^9
third order (Axilrod-Teller) = 6.846231e-05 hartree
fourth order alone = -3.082961e-05 hartree
all orders from the fourth = -2.956110e-05 hartree
site 1 <d.d>: uncoupled 7.500000, coupled 7.545499 e^2 bohr^2
out-of-plane modes, coupling factor 4.0, 12 levels per mode:
  energy, number basis = -0.009505612 hartree
  energy, RPA = -0.009505612 hartree
  <d1 d2>, number basis = -0.225514 e^2 bohr^2
  <d1 d2>, RPA = -0.225514 e^2 bohr^2
  response 1-2 at u = 0.3 hartree, number basis = -0.97796 bohr^3
  response 1-2 at u = 0.3 hartree, RPA = -0.97796 bohr^3
two equal sites, alpha = 10.0 bohr^3: stability lost at R = 2.7144 bohr
quartic pair (unit mass and frequency, g = 0.2 a.u.):
  c = 0.2 a.u.: exact -0.00203387, RPA -0.00203598 hartree
  c = 0.1 a.u.: exact -0.00050742, RPA -0.00050755 hartree
  RPA error: -2.1015e-06 (c=0.2), -1.3004e-07 (c=0.1) hartree
  ratio of the two errors = 16.161 (no unit)
  g = 0, c = 0.2 a.u.: exact -0.00506385, RPA -0.00506385 hartree
all assertions hold
```
